# Stereoisomers of four identical chelates on a square antiprism

## The system

A metal ion M is bonded to eight donor atoms at the vertices of a square antiprism of equal edges. The donors belong to four identical chelates, each supplying two. A chelate has equivalent ends and a planar ring whose plane contains M. Its full symmetry is $C_{2v}$, so its donor pair fixes its position completely. The complex is treated as rigid.

Number the donors $p=0,\dots,7$, with all arithmetic on labels modulo 8, and place them at

$$\mathbf r_p=R\left(\sin\theta\cos\tfrac{\pi p}{4},\ \sin\theta\sin\tfrac{\pi p}{4},\ (-1)^p\cos\theta\right).$$

Even labels form the upper square and odd labels the lower one. A set of four disjoint donor pairs is called an arrangement.

## Part (a): which pairs can a chelate span?

**Question.** Find $\theta$ and the distinct donor–donor distances. For $R=0.220$ nm and a chelate bite (its donor–donor distance) of $0.267$ nm, decide which pairs are available.

**Answer.** For labels differing by $m$, the horizontal and vertical separations give

$$d_m^2=2R^2\sin^2\theta\left(1-\cos\tfrac{\pi m}{4}\right)+R^2\cos^2\theta\,[1-(-1)^m]^2 .$$

The last bracket squared is 4 for odd $m$ and 0 for even $m$. Hence

$$\begin{aligned}
d_1^2&=R^2[(2-\sqrt2)\sin^2\theta+4\cos^2\theta], & d_2^2&=2R^2\sin^2\theta,\\
d_3^2&=R^2[(2+\sqrt2)\sin^2\theta+4\cos^2\theta], & d_4^2&=4R^2\sin^2\theta .
\end{aligned}$$

Equal edges require $d_1=d_2$, so $4\cos^2\theta=\sqrt2\sin^2\theta$. Thus $\tan^2\theta=2\sqrt2$ and $\theta=59.26^\circ$. The distances are $d_1=d_2=0.2674$ nm, $d_4=0.3782$ nm and $d_3=0.4155$ nm.

The bite matches the edge, while the square diagonal $d_4$ is 1.416 times the bite. Chelates therefore span edges. There are eight edges with $m=\pm1$, joining the squares and called $l$, and eight with $m=\pm2$, within a square and called $s$.

## Part (b): counting arrangements

**Question.** How many arrangements are there if the donors keep their labels?

**Answer.** An $s$ chelate uses two donors of one square; an $l$ chelate uses one donor of each. Each square has four donors, so

$$2n_s^{\rm top}+n_l=4,\qquad 2n_s^{\rm bottom}+n_l=4 .$$

Therefore $n_l$ is 4, 0 or 2, and the two squares carry equally many $s$ chelates.

- **llll.** The $l$ edges form the closed cycle $0,1,\dots,7,0$. Pairing must use alternate edges, which gives 2 arrangements.
- **ssss.** Each square can be paired along either of its two sets of parallel edges, which gives $2\times2=4$.
- **llss.** Choose the upper $s$ edge, say $\{4,6\}$. Donor 0 must join 7 or 1, and donor 2 must join 1 or 3. Both cannot take 1. The choice $\{0,7\},\{2,3\}$ leaves 1 and 5, which are diagonal and hence excluded. The choices $\{0,7\},\{2,1\}$ and $\{0,1\},\{2,3\}$ leave the edges $\{3,5\}$ and $\{5,7\}$. With four possible upper edges, this gives $4\times2=8$.

The total is $2+4+8=14$.

## Part (c): chirality

**Question.** Find the symmetry operations of the donor polyhedron as permutations of labels. Can any arrangement be achiral?

**Answer.** The map $p\to p+k$ turns the polyhedron by $45k$ degrees about the main axis, and also reverses $z$ when $k$ is odd. It is a proper rotation for even $k$ and an improper one for odd $k$.

The map $p\to c-p$ reflects azimuths in the vertical plane at $22.5c$ degrees. For even $c$ it is a mirror. For odd $c$ it also reverses $z$, and the two reflections combine into a twofold rotation about the horizontal axis at that azimuth.

These 16 operations are the whole group $D_{4d}$. Donor 0 has at most eight images. An operation that fixes donor 0 also fixes donor 4, the one donor at distance $d_4$ from it. It then fixes the plane containing $\mathbf r_0$ and $\mathbf r_4$, so it is the identity or the reflection in that plane. The order is thus at most $8\times2=16$.

Suppose a mirror preserves an arrangement. It fixes the donors with $2p=c$, namely $c/2$ and $c/2+4$. A fixed donor keeps its partner, so that partner is also fixed. The pair would then be a diagonal, which is excluded.

Suppose instead that an odd shift $k$ preserves it. Since $k^2=1$ modulo 8, repeating the shift $k$ times gives $p\to p+1$. Every donor $p$ then has partner $p+d$ with the same $d$. Taking the partner twice returns to $p$, so $2d=0$ modulo 8 and $d=4$, again a diagonal.

No improper operation survives. All 14 arrangements are chiral.

## Part (d): point groups and enantiomers

**Question.** Assign the point groups, and count the stereoisomers and enantiomeric pairs.

**Answer.** Any symmetry of the complex permutes its donors, so it belongs to $D_{4d}$. Conversely, a $D_{4d}$ operation that preserves the donor pairs preserves the complex, because each pair fixes its chelate. By part (c), only even $k$ and odd $c$ need be examined.

**llll:** take $\{0,1\},\{2,3\},\{4,5\},\{6,7\}$. Every pair consists of an even label and the next odd label. Even shifts preserve this rule. For odd $c$, the pair $\{2j,2j+1\}$ becomes $\{c-2j-1,c-2j\}$, again even followed by odd. All eight rotations survive, and the group is $D_4$.

**ssss:** take $\{0,2\},\{4,6\},\{1,3\},\{5,7\}$. Shifts by 2 or 6 send $\{0,2\}$ to an unspanned edge, but a shift by 4 exchanges the pairs within each square. For odd $c$, $\{0,2\}$ becomes $\{c,c-2\}$, which is spanned for $c=3$ and $c=7$. These two operations preserve the other pairs as well. The three twofold axes are mutually perpendicular, and the group is $D_2$.

**llss:** take $\{0,1\},\{2,3\},\{4,6\},\{5,7\}$. A nonzero even shift moves the single upper $s$ edge, so it fails. For odd $c$, $\{4,6\}$ must become $\{5,7\}$, which requires $c=3$. This operation also exchanges $\{0,1\}$ with $\{2,3\}$. The group is $C_2$, with its axis perpendicular to the main axis.

The number of arrangements related by $D_{4d}$ is 16 divided by the order of the surviving group: $16/8=2$, $16/4=4$ and $16/2=8$. These numbers exhaust the three types. Rotations alone relate $8/8=1$, $8/4=2$ and $8/2=4$ arrangements. Each type thus splits into two equal rotational sets, and improper operations exchange them. There are six stereoisomers in three enantiomeric pairs, with groups $D_4$, $D_2$ and $C_2$.

## Part (e): an independent count

**Question.** Confirm these numbers by counting the arrangements fixed by each operation.

**Answer.** The number of classes equals the average number of fixed arrangements over the group (Burnside's lemma).

The identity fixes 14. A quarter turn moves an $s$ edge to one sharing a donor with it, so it can fix only llll arrangements, and it fixes both. The half turn about the main axis fixes both llll and all four ssss arrangements, but no llss arrangement, giving 6.

For a horizontal axis take $p\to3-p$, which exchanges $0\leftrightarrow3$, $1\leftrightarrow2$, $4\leftrightarrow7$ and $5\leftrightarrow6$. Donor 0 may join four donors:

- With $\{0,1\},\{3,2\}$, the rest is $\{4,5\},\{6,7\}$ or $\{4,6\},\{5,7\}$: 2 ways.
- With $\{0,2\},\{3,1\}$, the same two completions occur: 2 ways.
- With $\{0,6\},\{3,5\}$, the rest is $\{1,7\},\{2,4\}$: 1 way.
- With $\{0,7\},\{3,4\}$, the rest is $\{1,2\},\{5,6\}$: 1 way.

This gives 6, and the other three horizontal axes are equivalent under $D_{4d}$. Improper operations fix none. The sum is

$$14+2\times2+6+4\times6=48,$$

so there are $48/8=6$ stereoisomers and $48/16=3$ pairs.

## Part (f): equivalent sites and folded rings

**Question.** How many inequivalent donors and chelates has each isomer? What happens if all rings fold by the same angle about their donor–donor lines, each to either side?

**Answer.** No nontrivial rotation fixes a donor: a nonzero shift has no fixed label, and $2p=c$ has no solution for odd $c$. The numbers of donor sets are therefore $8/8=1$, $8/4=2$ and $8/2=4$ for llll, ssss and llss. The operations in part (d) give 1, 1 and 2 chelate sets.

In llll, a twofold axis passes through each chelate and lies in its ring plane. It reverses the ring normal, so folding destroys it. At most four operations then remain, since a proper subgroup of a group of order 8 has order at most 4. Folding all rings towards positive $z$ leaves $C_4$; alternating the sense around the main axis leaves $D_2$.

In ssss and llss, no nontrivial rotation maps a chelate to itself. One may fold one chelate from each equivalent set and copy the fold by symmetry, which retains $D_2$ or $C_2$. Other choices of sides can lower the symmetry.

## Part (g): relaxing the edge condition

**Question.** Allow square diagonals as well. How many arrangements result, and are all still chiral?

**Answer.** With no $l$ chelate, each square has three pairings, giving $3\times3=9$. With four there are still 2. With two, an upper edge now has three completions, because the rejected diagonal in part (b) is allowed; this gives $4\times3=12$. An upper diagonal leaves two opposite donors with two free $l$ choices each, and any lower pair left over is allowed, giving $2\times4=8$. The total is $9+2+12+8=31$.

Direct enumeration finds 13 of them achiral. One is $\{0,4\},\{1,5\},\{2,6\},\{3,7\}$, which all 16 operations preserve as a pairing. It cannot be built, because two chelates spanning the diagonals of one square both have the main axis as bisector, so their rings would cross on it. Five of the 13 share this defect. The other eight do not; an example is $\{0,1\},\{2,4\},\{3,7\},\{5,6\}$, which the mirror $p\to6-p$ preserves. The chirality result therefore depends on the edge condition.

## Part (h): a zirconium precursor

**Question.** Rounded to two figures, the values in part (a) are rough distances for zirconium tetrakis(acetylacetonate); the third figure is only a model input. Estimate the donor shift that fits the bite at fixed $R$, and compare it with that for a bite of $0.250$ nm. At a rough source temperature of 430 K, find the equal-energy populations and the barrier that would give an isomer a lifetime of 3600 s.

**Answer.** Keep $R$, each ring plane and each bisector fixed. A bite $b$ subtends a half-angle $\arcsin(b/2R)$ at M, so each donor turns by the difference of two half-angles and moves along the chord

$$\delta=2R\sin\left[\tfrac12\left|\arcsin\frac{d_1}{2R}-\arcsin\frac{b}{2R}\right|\right].$$

For $b=0.267$ nm, the model inputs give $\delta=0.00027$ nm. This is far below the accuracy of the rough distances, so it shows only that the bite fits the edge within that accuracy. For $b=0.250$ nm the half-angles are about $37.4^\circ$ and $34.6^\circ$, and $\delta=0.011$ nm. Rounding alone allows shifts of nearly this size: $R=0.215$ nm with $b=0.275$ nm gives $\delta=0.009$ nm. The contrast between the two bites is therefore a property of the model inputs, not of the real compound. Comparing all donor distances under the $4!\,2^4=384$ permutations that preserve the pairs gave unchanged point groups for all 14 arrangements at both bites.

If the isomers have equal energies and otherwise equal partition functions, the rotational symmetry number $\sigma$ weights each enantiomer by $1/\sigma$. The pairs llll, ssss and llss then have weights $2/8:2/4:2/2=1:2:4$, or 14.3%, 28.6% and 57.1%.

Here $k_BT=0.03705$ eV. An energy advantage of $k_BT\ln4=0.051$ eV for llll would cancel its fourfold disadvantage against llss. An advantage of 0.10 eV over both other pairs multiplies its relative weight by 14.86, raising its share to $14.86/(14.86+2+4)=71\%$. The equal-energy populations are therefore a counting reference, not a prediction.

For the lifetime $\tau$, assume a single escape path and take the Eyring rate with unit transmission, $1/\tau=(k_BT/h)e^{-\Delta G^\ddagger/k_BT}$. Solving for the barrier,

$$\Delta G^\ddagger=k_BT\ln\frac{k_BT\,\tau}{h}=1.41\ \text{eV}.$$

With $n$ equivalent escape paths, each barrier must be higher by $k_BT\ln n$ to give the same lifetime.

The real compound is reported to crystallize in an approximately square-antiprismatic form with the ssss pattern, and its ligands are reported to rearrange rapidly in solution at room temperature. The rigid-complex assumption then fails in solution, and the isomers should not be expected to be separable. At 430 K, each reduction of the barrier by $k_BT\ln10=0.085$ eV shortens the lifetime tenfold. The enumeration still labels the frozen square-antiprismatic structures whose chelates span edges, but it supplies neither their energies nor the barriers between them, and it does not cover other coordination shapes. The computed values are collected in the numerical output.

## Computed values

```
Polar angle of upper donors: 59.26 degrees
Metal-donor distance, rough input: 0.220 nm
Chelate bite, rough input: 0.267 nm
Equal antiprism edge: 0.2674 nm
Square diagonal: 0.3782 nm
Long contact between squares: 0.4155 nm
Diagonal / bite: 1.416 (no unit)
Donor shift to fit bite: 0.00027 nm
Short test bite: 0.250 nm
Donor shift to fit short bite: 0.01077 nm
Polyhedral edges: 16 (count)
Labelled arrangements: 14 (count)
Stereoisomers under rotations: 6 (count)
Enantiomeric pairs: 3 (count)
E: 1 operations, each fixes 14 arrangements (counts)
C4: 2 operations, each fixes 2 arrangements (counts)
C2: 1 operations, each fixes 6 arrangements (counts)
C2': 4 operations, each fixes 6 arrangements (counts)
S8: 4 operations, each fixes 0 arrangements (counts)
sigma_d: 4 operations, each fixes 0 arrangements (counts)
Sum of fixed arrangements: 48 (count)
llll example, donor pairs: [(0, 1), (2, 3), (4, 5), (6, 7)] (vertex numbers)
llll: group D4, order 8, arrangements 2 (counts)
llll: donor sets 1, chelate sets 1, chelate site order 2 (counts)
llll: largest group order with folded rings 4, groups ['C4', 'D2']
llll: equal-energy pair population 14.29 percent
ssss example, donor pairs: [(0, 2), (1, 3), (4, 6), (5, 7)] (vertex numbers)
ssss: group D2, order 4, arrangements 4 (counts)
ssss: donor sets 2, chelate sets 1, chelate site order 1 (counts)
ssss: largest group order with folded rings 4, groups ['D2']
ssss: equal-energy pair population 28.57 percent
llss example, donor pairs: [(0, 1), (2, 3), (4, 6), (5, 7)] (vertex numbers)
llss: group C2, order 2, arrangements 8 (counts)
llss: donor sets 4, chelate sets 2, chelate site order 1 (counts)
llss: largest group order with folded rings 2, groups ['C2']
llss: equal-energy pair population 57.14 percent
Arrangements with diagonals admitted: 31 (count)
Achiral arrangements among these: 13 (count)
Source temperature, rough input: 430 K
Thermal energy: 0.03705 eV
Energy offset cancelling llss/llll count ratio: 0.0514 eV
Trial energy difference: 0.10 eV
Population-ratio factor from trial energy: 14.86 (no unit)
Chosen isomer lifetime: 3600 s
Free-energy barrier for that lifetime: 1.409 eV
```
